# Kleinman symmetry of the first hyperpolarizability is a low-frequency approximation

Take a molecule with a ground state 0 and one excited state 1. The transition dipole $a=\mu^x_{01}$ points along $x$, and excitation changes the permanent dipole along $z$ by $d=\mu^z_{11}-\mu^z_{00}$. Let $\Omega$ be the excitation energy. The algebra is in atomic units, the coupling to the field is $-\boldsymbol\mu\cdot\mathbf F(t)$, the nuclei are fixed, there is no damping, and $2\omega<\Omega$.

First apply a field along $x$, $F_x=f_x(e^{-i\omega t}+e^{i\omega t})$. With the phase of the ground state removed, the excited amplitude obeys $i\dot c=\Omega c-aF_x$ to first order, so

$$c=af_x\left[\frac{e^{-i\omega t}}{\Omega-\omega}+\frac{e^{i\omega t}}{\Omega+\omega}\right].$$

The $z$ dipole changes by $d\,|c|^2$. Its part proportional to $e^{-2i\omega t}$ is $a^2d f_x^2/(\Omega^2-\omega^2)$. With the convention

$$p_i=p_i(0)+\alpha_{ij}F_j+\tfrac12\beta_{ijk}F_jF_k ,$$

applied to complex amplitudes, this part equals $\tfrac12\beta_{zxx}f_x^2$. Hence

$$\beta_{zxx}(-2\omega;\omega,\omega)=\frac{2a^2d}{\Omega^2-\omega^2}.$$

Now apply fields along $x$ and $z$ together and look at the $x$ dipole. The $z$ field modulates the excitation energy, $\Omega\to\Omega-dF_z(t)$, so the second-order amplitude obeys $i\dot c^{(2)}=\Omega c^{(2)}-dF_zc$. Its parts at $e^{-2i\omega t}$ and $e^{2i\omega t}$ are $adf_xf_z$ divided by $(\Omega-\omega)(\Omega-2\omega)$ and by $(\Omega+\omega)(\Omega+2\omega)$. The dipole is $a(c^{(2)}+c^{(2)*})$, and its $e^{-2i\omega t}$ part is $\tfrac12(\beta_{xxz}+\beta_{xzx})f_xf_z=\beta_{xxz}f_xf_z$, since the two inputs have the same frequency. Therefore

$$\beta_{xxz}=a^2d\left[\frac1{(\Omega-\omega)(\Omega-2\omega)}+\frac1{(\Omega+\omega)(\Omega+2\omega)}\right]=\frac{a^2d\,(2\Omega^2+4\omega^2)}{(\Omega^2-\omega^2)(\Omega^2-4\omega^2)}.$$

Writing $\beta_{zxx}$ over the same denominator gives the numerator $a^2d(2\Omega^2-8\omega^2)$, and subtraction leaves

$$\beta_{xxz}-\beta_{zxx}=\frac{12a^2d\,\omega^2}{(\Omega^2-\omega^2)(\Omega^2-4\omega^2)}. \tag{1}$$

The components agree at $\omega=0$ and differ at every other frequency in the stated range if $a$ and $d$ are nonzero.

## The belief and its attraction

The belief is that, in a transparent molecule, $\beta_{ijk}$ may be permuted freely in its three indices while the frequencies stay where they are. This is Kleinman symmetry. It reduces the number of independent components, and it has a sound origin. In a static field the dipole is $p_i=-\partial E/\partial F_i$, so that

$$\beta_{ijk}(0;0,0)=-\frac{\partial^3E}{\partial F_i\partial F_j\partial F_k}\bigg|_{\mathbf F=0},$$

and the order of differentiation does not matter. At low frequency the response is close to this limit, which makes the rule look like a property of the molecule.

In an oscillating field the dipole depends on the history of the field, and each index carries a frequency. In the opening case, $\beta_{xxz}$ asks the $x$ dipole to oscillate at $2\omega$, while $\beta_{zxx}$ asks it only to respond to the drive at $\omega$. These are different demands on the same transition.

## The symmetry that survives

For any number of states, write the wavefunction as a common factor, which holds a phase and the normalization, times $|0\rangle+\sum_{m\ne0}c_m|m\rangle$. Let $\Omega_m$ be the excitation energies and $\bar\mu^j_{mn}=\mu^j_{mn}-\delta_{mn}\mu^j_{00}$. The subtraction appears because the common phase contains the energy $-\boldsymbol\mu_{00}\cdot\mathbf F$ of the ground state. Through second order,

$$i\dot c_m=\Omega_mc_m-\sum_jF_j\Big(\mu^j_{m0}+\sum_{n\ne0}\bar\mu^j_{mn}c_n\Big),$$

$$p_i=\mu^i_{00}+\sum_m(\mu^i_{0m}c_m+\text{c.c.})+\sum_{mn}c_m^*\bar\mu^i_{mn}c_n .$$

In the last term the subtraction comes from normalization. Expand the field as $F_j=\sum_\omega F_j^\omega e^{-i\omega t}$ over positive and negative frequencies. Solving order by order, with $\omega_\sigma=\omega_1+\omega_2$, each pair of field components contributes

$$c_n^{(1)}:\ \frac{\mu^k_{n0}F_k^{\omega_2}}{\Omega_n-\omega_2},\qquad
c_m^{(2)}:\ \sum_n\frac{\bar\mu^j_{mn}\mu^k_{n0}F_j^{\omega_1}F_k^{\omega_2}}{(\Omega_m-\omega_\sigma)(\Omega_n-\omega_2)}.$$

Inserted in $p_i$, these give three kinds of term at $\omega_\sigma$:

- from $\mu^i_{0m}c^{(2)}_m$: $\ \mu^i_{0m}\bar\mu^j_{mn}\mu^k_{n0}/[(\Omega_m-\omega_\sigma)(\Omega_n-\omega_2)]$;
- from $c^{(1)*}_m\bar\mu^i_{mn}c^{(1)}_n$: $\ \mu^j_{0m}\bar\mu^i_{mn}\mu^k_{n0}/[(\Omega_m+\omega_1)(\Omega_n-\omega_2)]$;
- from the complex conjugate of the first kind, with summation labels renamed: $\ \mu^k_{0m}\bar\mu^j_{mn}\mu^i_{n0}/[(\Omega_m+\omega_2)(\Omega_n+\omega_\sigma)]$.

Exchanging the two inputs gives three more. Since the sum over inputs counts both assignments and the definition of $\beta$ carries a factor $\tfrac12$, $\beta$ is the sum of all six. Give the output index the frequency $-\omega_\sigma$. All six then have one form:

$$\beta_{ijk}(-\omega_\sigma;\omega_1,\omega_2)=\sum_{(A,B,C)}\sum_{m,n\ne0}\frac{\mu^A_{0m}\bar\mu^B_{mn}\mu^C_{n0}}{(\Omega_m+\omega_A)(\Omega_n-\omega_C)}, \tag{2}$$

where $(A,B,C)$ runs over the six orderings of the pairs $(i,-\omega_\sigma)$, $(j,\omega_1)$, $(k,\omega_2)$. Permuting whole pairs only reorders the sum. This simultaneous permutation of indices and frequencies is exact within the stated assumptions. Exchanging two indices alone, when they carry different frequencies, changes which denominators go with which matrix elements, and in general changes $\beta$. Indices with equal frequencies, such as the two inputs in second-harmonic generation, may still be exchanged, and all three may be permuted when all frequencies vanish.

## Why the violation starts at $\omega^2$

Suppose the states are real, as they can be chosen for a nondegenerate, spinless system without a magnetic field. Reverse all frequencies in (2) and exchange the names $m$ and $n$. Because $\mu_{mn}=\mu_{nm}$, the term $(A,B,C)$ becomes the original term $(C,B,A)$. Thus $\beta$ is even under reversal of all frequencies, and no linear term exists.

The second-order part of the frequency factor in (2) is

$$\frac{\omega_A^2}{\Omega_m^3\Omega_n}-\frac{\omega_A\omega_C}{\Omega_m^2\Omega_n^2}+\frac{\omega_C^2}{\Omega_m\Omega_n^3}.$$

Since $\omega_A+\omega_B+\omega_C=0$, the product is $\omega_A\omega_C=\tfrac12(\omega_B^2-\omega_A^2-\omega_C^2)$. Everything is then a combination of squares, and pair symmetry fixes its form:

$$\beta_{ijk}=\beta^0_{ijk}+C_{i;jk}\,\omega_\sigma^2+C_{j;ik}\,\omega_1^2+C_{k;ij}\,\omega_2^2+O(\omega^4),$$

with $C_{i;jk}=C_{i;kj}$. In second-harmonic generation $\omega_\sigma^2=4\omega^2$, so exchanging $i$ and $j$ gives

$$\beta_{ijk}-\beta_{jik}=\omega^2\left[(4C_{i;jk}+C_{j;ik})-(4C_{j;ik}+C_{i;jk})\right]=3\omega^2(C_{i;jk}-C_{j;ik}).$$

The Pockels effect, with frequencies $(-\omega;\omega,0)$, gives a second case. There

$$\beta_{ikj}-\beta_{jki}=\omega^2\left[(C_{i;jk}+C_{k;ij})-(C_{j;ik}+C_{k;ij})\right]=\omega^2(C_{i;jk}-C_{j;ik}).$$

At leading order its violation is one third as large. One index exchange remains exact in this process: swapping the two optical indices amounts to reversing $\omega$, under which $\beta$ is even.

## The planar three-level model

Add a state 2 with $b=\mu^z_{02}$ and $c=\mu^x_{12}$. Reflection symmetry removes $\mu^x_{02}$, $\mu^z_{01}$ and $\mu^z_{12}$. For one $z$ index and two $x$ indices, three routes through (2) remain. If $z$ stands in the middle, $m=n=1$ and the numerator is $a^2d$. If $z$ stands first, $m=2$ and $n=1$; if last, $m=1$ and $n=2$. Both of these have the numerator $abc$.

For $\beta_{zxx}$ the $z$ pair has frequency $-2\omega$ and both $x$ pairs have $\omega$:

$$\beta_{zxx}=\frac{2a^2d}{\Omega_1^2-\omega^2}+2abc\left[\frac1{(\Omega_1-\omega)(\Omega_2-2\omega)}+\frac1{(\Omega_1+\omega)(\Omega_2+2\omega)}\right]. \tag{3}$$

For $\beta_{xxz}$ the $z$ pair has $\omega$, and the $x$ pairs have $-2\omega$ and $\omega$:

$$\begin{aligned}\beta_{xxz}={}&a^2d\left[\frac1{(\Omega_1-2\omega)(\Omega_1-\omega)}+\frac1{(\Omega_1+\omega)(\Omega_1+2\omega)}\right]\\&+abc\left[\frac{\frac1{\Omega_1+2\omega}+\frac1{\Omega_1-\omega}}{\Omega_2+\omega}+\frac{\frac1{\Omega_1-2\omega}+\frac1{\Omega_1+\omega}}{\Omega_2-\omega}\right].\end{aligned} \tag{4}$$

Both reduce to $2a^2d/\Omega_1^2+4abc/(\Omega_1\Omega_2)$ at $\omega=0$.

The $a^2d$ part of the difference is (1). For the rest, the $\omega^2$ coefficient of $1/[(\Omega_1-s\omega)(\Omega_2-t\omega)]$ is

$$\frac{s^2}{\Omega_1^3\Omega_2}+\frac{st}{\Omega_1^2\Omega_2^2}+\frac{t^2}{\Omega_1\Omega_2^3}.$$

In (3), $(s,t)=\pm(1,2)$, and the prefactor 2 makes the sums of $s^2$, $st$ and $t^2$ equal to 4, 8 and 16. In (4), $(s,t)=\pm(2,1)$ and $\pm(1,-1)$, with sums 10, 2 and 4. The differences are $6,-6,-12$, and $6(\Omega_2^2-\Omega_1\Omega_2-2\Omega_1^2)=6(\Omega_2-2\Omega_1)(\Omega_2+\Omega_1)$. Thus $\beta_{xxz}-\beta_{zxx}=K\omega^2+O(\omega^4)$, with

$$K=\frac{12a^2d}{\Omega_1^4}+\frac{6abc(\Omega_2-2\Omega_1)(\Omega_1+\Omega_2)}{\Omega_1^3\Omega_2^3}. \tag{5}$$

This coefficient can vanish. For $d=0$ and $\Omega_2=2\Omega_1$, (3) and (4) simplify to

$$\beta_{zxx}=abc\,\frac{2\Omega_1^2+2\omega^2}{(\Omega_1^2-\omega^2)^2},\qquad \beta_{xxz}=abc\,\frac{2\Omega_1^2-4\omega^2}{(\Omega_1^2-\omega^2)(\Omega_1^2-4\omega^2)}.$$

Over a common denominator the terms in $\Omega_1^4$ and $\Omega_1^2\omega^2$ cancel, leaving

$$\beta_{xxz}-\beta_{zxx}=\frac{12abc\,\omega^4}{(\Omega_1^2-\omega^2)^2(\Omega_1^2-4\omega^2)}.$$

The violation is then delayed to fourth order, but it is still present.

## Numbers

Take round model values: $\Omega_1=4$ eV, $\Omega_2=6$ eV, $a=1.0$, $b=0.8$, $c=0.5$ and $d=1.0$ e Å. Dipoles in e Å and energies in eV give $\beta$ in e Å$^3$/V$^2$. The static value is

$$\frac{2}{16}+\frac{4(0.4)}{24}=0.1250+0.0667=0.1917,$$

or 958 atomic units. Equation (5) gives

$$K=\frac{12}{256}+\frac{6(0.4)(-2)(10)}{64\cdot216}=0.0469-0.0035=0.0434$$

in e Å$^3$/V$^2$ per eV$^2$. At $\omega=1$ eV, (3) and (4) give

$$\beta_{zxx}=\frac2{15}+0.8\left(\frac1{12}+\frac1{40}\right)=0.2200,$$

$$\beta_{xxz}=\frac16+\frac1{30}+0.4\left(\frac{1/6+1/3}{7}+\frac{1/2+1/5}{5}\right)=0.2846.$$

These are 1099 and 1422 atomic units. The second exceeds the first by 29 per cent. Other photon energies follow in the same way, with $\beta$ in e Å$^3$/V$^2$:

| $\omega$ (eV) | $\beta_{zxx}$ | $\beta_{xxz}$ | difference | $K\omega^2$ |
|---|---|---|---|---|
| 0.10 | 0.1919 | 0.1924 | 0.0004 | 0.0004 |
| 0.25 | 0.1932 | 0.1960 | 0.0028 | 0.0027 |
| 0.50 | 0.1981 | 0.2100 | 0.0119 | 0.0109 |
| 1.00 | 0.2200 | 0.2846 | 0.0646 | 0.0434 |
| 1.50 | 0.2683 | 0.5600 | 0.2917 | 0.0977 |

Relative to $\beta_{zxx}$, the difference is 0.2 per cent at 0.10 eV and reaches 1 per cent at 0.21 eV, found by numerical root search. The quadratic law describes the onset. At 1 eV it gives about two thirds of the difference, and at 1.5 eV about one third.

The denominators show why. Equation (4) contains $\Omega_1-2\omega$, which is only 1 eV at the last point, whereas (3) contains $2\omega$ only in combination with $\Omega_2$. State 1 is joined to the ground state by an $x$ dipole, so its two-photon resonance appears in the $x$ output. The $z$ output has its two-photon resonance at state 2. Close to either resonance the undamped formulas cease to apply.

For the Pockels process at 1 eV, (2) gives $\beta_{xxz}=0.2222$ and $\beta_{zxx}=\beta_{xzx}=0.2057$. The violation is 0.0165, smaller than the second-harmonic one by a factor of 3.9. The factor 3 belongs to the low-frequency limit.

## What a mean field changes

In adiabatic time-dependent density functional theory the electrons also respond to their own induced density. A small version lets the three-level system feel

$$F^{\rm eff}_a=F_a-\kappa\,\delta p_a-\tfrac12\sum_{bc}g_{abc}\,\delta p_b\,\delta p_c ,$$

where $\delta\mathbf p$ is the induced dipole and $g_{abc}$, a third derivative of an interaction energy, is symmetric in its indices. Let $\alpha^s$ and $\beta^s$ be the responses without this field; $\alpha^s$ is diagonal here. To first order $\delta p=\alpha^s(F-\kappa\delta p)$, so $\delta p=\alpha F$ and $F^{\rm eff}=LF$, with $L=1/(1+\kappa\alpha^s)$ and $\alpha=L\alpha^s$. For given input components, the second-order dipole obeys

$$\delta p^{(2)}_i=\alpha^s_i\left[-\kappa\,\delta p^{(2)}_i-\tfrac12g_{ijk}\alpha_j\alpha_kF_jF_k\right]+\tfrac12\beta^s_{ijk}L_jL_kF_jF_k .$$

Moving the $\kappa$ term to the left and multiplying by $L_i$ gives

$$\beta_{ijk}=L_iL_jL_k\,\beta^s_{ijk}-g_{ijk}\,\alpha_i\alpha_j\alpha_k, \tag{6}$$

each factor taken at the frequency of its own index. Since $\alpha^s$ is even in frequency, (6) keeps pair symmetry. It offers no general reason for index symmetry, because $L$ and $\alpha$ also depend on frequency. In the full adiabatic theory, densities replace dipoles and matrices in space replace the factors $L$; the symmetric third derivative of the exchange-correlation energy plays the part of $g$.

With $\kappa=0.5$ V/(e Å$^2$) and $g_{zxx}=0.3$ V/(e$^2$ Å$^3$), the static value falls to 0.1016 e Å$^3$/V$^2$. At 1 eV, $\beta_{zxx}=0.1110$ and $\beta_{xxz}=0.1393$, a difference of 26 per cent relative to the first. For these parameters the mean field roughly halves $\beta$ and leaves most of the relative violation.

## When even the square law fails

The absence of a linear term relied on real states. Give $\mu^x_{12}$ a phase, $ce^{i\varphi}$. A magnetic field along $x$ permits this and preserves the reflection $x\to-x$, provided that the $xz$ plane is not a mirror plane of the molecule. If it is, as for any molecule lying in that plane, reflection in the plane combined with time reversal keeps the $x$ and $z$ dipoles real, and the linear term below vanishes. The routes with $z$ last and $z$ first then carry $abc\,e^{i\varphi}$ and $abc\,e^{-i\varphi}$, and their linear terms, which are opposite, no longer cancel. The linear coefficient of $1/[(\Omega_1-s\omega)(\Omega_2-t\omega)]$ is $s/(\Omega_1^2\Omega_2)+t/(\Omega_1\Omega_2^2)$. For $z$ first, the sums of $(s,t)$ are $(-1,-2)$ in $\beta_{xxz}$ and $(2,4)$ in $\beta_{zxx}$, a difference of $(-3,-6)$; for $z$ last the signs are reversed. Hence

$$\beta_{xxz}-\beta_{zxx}=6i\,abc\sin\varphi\,\frac{\Omega_2+2\Omega_1}{\Omega_1^2\Omega_2^2}\,\omega+O(\omega^2).$$

Pair symmetry still holds, since (2) did not assume real states. Kleinman symmetry now fails one order earlier.

Numerical values quoted here were computed with a short program.
